# Lateral size limit for uniform negative capacitance above a floating metal, part 2

How large can a ferroelectric film under a floating metal plate be before domains spoil its negative capacitance? The film, of thickness \(t\), lies between a gate and a middle plate that is connected to nothing and neutral. A dielectric separates that plate from ground. Formulas are in SI units.

The polarisation \(P\), positive from gate to ground, has average \(\bar P=m\). Angle brackets denote averages over the film. The film's energy density is

\[
f=\frac a2P^2+\frac b4P^4+\frac g2|\nabla P|^2,\qquad a<0,\quad b,g>0 .
\]

The spontaneous polarisation is \(P_s=\sqrt{|a|/b}\). The voltages across film and dielectric are \(V_F\) and \(V_D\), with sum \(V\), the gate voltage. The field in the film is \(E=V_F/t\), and \(Q\) is the gate charge per area. Capacitances per area are \(C_D\) for the dielectric, \(C_b=\varepsilon_b/t\) for the film's background permittivity \(\varepsilon_b\), and \(C_{\rm tot}=C_D+C_b\). Neutrality means \(Q=C_DV_D\), which gives

\[
V_F=\frac{C_DV-\bar P}{C_{\rm tot}} .
\]

With free lateral edges and no field leaking out at the sides, the uniform state is the global minimum at every bias if

\[
C_{\rm tot}<\frac1{|a|t} \tag{2}
\]

\[
\boxed{L\le L_{\max}=\pi\sqrt{\frac g{|a|}}} \tag{3}
\]

Here \(L\) is the longer side of a rectangle, and \(r=L/L_{\max}\). For a disc, the largest diameter is \(3.68\sqrt{g/|a|}\), from the root \(1.8412\). Grains that do not interact have no safe size under a shared plate.

An opening model with two equal cells, \(P_1=m+d\) and \(P_2=m-d\), and total width \(L\) gave the energy per area \(G\):

\[
\frac{G}{t}=\frac12\left(a+\frac1{tC_{\rm tot}}\right)m^2
+\frac12\left(a+\frac{8g}{L^2}\right)d^2 .
\]

For \(r>1\), a uniform state \(P_0\) is locally stable if

\[
\frac{P_0^2}{P_s^2}>\frac13\left(1-\frac1{r^2}\right).
\]

At zero bias domains form instead. Their slope \(dE/dm\) starts at \(-|a|\) at \(r=1\) and is still negative just above it.

### Why the domain slope stays negative

Consider a nonconstant domain profile \(u(x)\) that satisfies

\[
-gu''+au+bu^3=E,\qquad u'=0\ \text{at both edges}.
\]

The operator for small changes of this profile is

\[
H=-g\frac{d^2}{dx^2}+a+3bu^2 .
\]

Differentiating the profile equation gives \(Hu'=0\). The function \(u'\) vanishes at the edges, so integration by parts gives it zero quadratic energy, \(\langle g(u'')^2+(a+3bu^2)(u')^2\rangle=0\). The lowest free-edge eigenvalue of \(H\) therefore cannot be positive.

Suppose it were zero. Then \(u'\) would be a lowest free-edge mode and would have \(u''=0\) at the edges. A solution of the second-order equation \(Hu'=0\) whose value and slope both vanish at one point is zero everywhere, which contradicts a nonconstant \(u\). So \(H\) has a negative eigenvalue.

Change the field by \(\delta E\), with \(H\) invertible. The profile changes by \(\delta E\,w\), where \(Hw=1\), and the average changes by \(\chi\,\delta E\), with \(\chi=\langle w\rangle\). The slope is \(dE/dm=1/\chi\).

Let the profile be stable at fixed average: \(\langle vHv\rangle\ge0\) whenever \(\langle v\rangle=0\). Suppose \(\chi>0\). Any \(v\) can be written as \(v=cw+v_0\), with \(c=\langle v\rangle/\chi\) and \(\langle v_0\rangle=0\). Then

\[
\langle vHv\rangle=c^2\langle w\rangle+2c\langle v_0\rangle+\langle v_0Hv_0\rangle
=c^2\chi+\langle v_0Hv_0\rangle\ge0 .
\]

This contradicts the negative eigenvalue, so \(\chi\) cannot be positive. If \(\chi\) is nonzero, \(dE/dm<0\).

The domain profiles were computed at six sizes from \(r=1.01\) to \(r=3\), with variation along the longer side only. In each case \(H\) had a negative eigenvalue, while the same profile in the example stack below was stable against all changes along that side. The slopes were finite and negative:

- \(r=1.10\): \(dE/dm=-0.672|a|\)
- \(r=1.50\): \(dE/dm=-0.141|a|\)
- \(r=2.00\): \(dE/dm=-0.0198|a|\)
- \(r=3.00\): \(dE/dm=-0.00035|a|\)

Thus \(L_{\max}\) marks the loss of the uniform state at zero bias, and the negative slope then fades quickly as the size grows. A plausible picture, not derived here, is that a wall far from both edges can shift almost freely and so adjusts the average at nearly zero field. The model has no defects that pin the wall. With pinning, this reversible response need not survive.

### Voltage gain

Let \(s=dE/dm\). Since \(V_F=tE\), we have \(dm/dV_F=1/(st)\). The charge is \(Q=m+C_bV_F\), so the differential capacitance of the film is

\[
C_F=\frac{dQ}{dV_F}=C_b+\frac1{st}.
\]

The same charge change crosses both layers, \(C_F\,dV_F=C_D\,dV_D\). With \(dV=dV_F+dV_D=(C_D/C_F+1)\,dV_D\),

\[
\frac{dV_D}{dV}=\frac{C_F}{C_F+C_D}. \tag{7}
\]

For the uniform state at zero bias \(s=a\), and the stability condition reads \(C_D<|C_F|\) with \(C_F<0\). As \(s\to0^-\), \(C_F\to-\infty\) and the gain tends to one: the film no longer amplifies.

### A hafnia and alumina example

Take rough values in the regime of hafnium zirconium oxide: \(P_s=20\) uC/cm2 and an intrinsic coercive field \(E_c=1\) MV/cm. The film is 10 nm thick with background relative permittivity 30, and the dielectric is 4 nm of alumina with relative permittivity 9. The gradient coefficient \(g=10^{-9}\) m3/F is an assumed round number, not a measured property.

The coefficient \(a\) follows from the turning point of \(E=aP+bP^3\). With \(b=|a|/P_s^2\), the turning point is at \(P=P_s/\sqrt3\), and

\[
E_c=|a|\frac{P_s}{\sqrt3}\left(1-\frac13\right)
=\frac{2|a|P_s}{3\sqrt3}
\quad\Rightarrow\quad
|a|=\frac{3\sqrt3}{2}\,\frac{E_c}{P_s}=1.30\times10^9\ \text{m/F}.
\]

Then

\[
\sqrt{\frac g{|a|}}=0.877\ \text{nm},\qquad
L_{\max}=\pi\times0.877\ \text{nm}=2.76\ \text{nm}=27.6\ \text{angstrom}.
\]

For a disc the largest diameter is 3.23 nm. Diagonalising the lateral modes on a grid also gives 2.76 nm for the strip.

The capacitances are \(C_D=1.99\) and \(C_b=2.66\) uF/cm2. Their sum, 4.65 uF/cm2, is below the allowed \(1/(|a|t)=7.70\) uF/cm2. The uniform film has \(C_F=2.66-7.70=-5.04\) uF/cm2, so

\[
\frac{dV_D}{dV}=\frac{-5.04}{-5.04+1.99}=1.65 .
\]

With all layers held fixed, the zero-bias gain in the domain state is 1.29 at \(r=1.10\), 1.04 at \(r=1.50\), and 1.005 at \(r=2\). Doubling the limiting size removes nearly all the amplification.

### How far a plate this small obeys the model

Consider a square plate of side 2 nm, inside the ideal limit. Several neglected effects are large at this size.

**Lattice.** Replacing the continuum by cells 0.5 nm wide leaves a chain of five cells, 2.5 nm, stable. If \(g\) is ten times smaller, the continuum limit falls to 0.87 nm, less than two cells. The opening two-cell formula then gives a gradient stiffness \(8g/L^2=8\times10^8\) m/F at \(L=1\) nm, below \(|a|\). Even two cells would be unstable.

**Metal screening.** Give the metals a screening length of 0.05 nm and vacuum permittivity, as a rough model. Domains then create some depolarising field, which opposes them, and \(L_{\max}\) rises from 2.76 to 3.17 nm, about 15 percent. The same layers cost gain. For a uniform polarisation, the two layers beside the ferroelectric cancel 57 percent of \(1/|C_F|\). The effective film capacitance becomes \(-5.04/0.43\approx-11.7\) uF/cm2, and (7) gives a gain near 1.2 if only these two layers are counted. The metal faces beside the alumina add two more layers in series, with inverse capacitance \(2\times0.05\ \text{nm}/\varepsilon_0=0.113\) cm2/uF. With \(1/C_D=0.502\) and \(-1/11.7=-0.085\) in the same unit, the share of the gate voltage that falls across the alumina itself is \(0.502/(0.502-0.085+0.113)\approx0.95\). In this rough model the amplification across the alumina is gone.

**Fringing.** For three equal square plates in vacuum, the fringing capacitance of the middle plate is about 1.8 uF/cm2 (1.76 on a 12 by 12 mesh, 1.80 on finer meshes), nearly as large as \(C_D\). Added to \(C_{\rm tot}\), it would give about 6.4 uF/cm2 and shrink the margin relative to the allowed 7.70 from 40 to about 16 percent. This simple sum is too optimistic. The film is a pillar five times taller than it is wide, and its high permittivity carries flux that leaks out through the sides. Solving the field for a round pillar of the same area, with relative permittivities 30 and 9 and vacuum outside, gives a middle-plate capacitance of about 7.8 uF/cm2, at or just above the allowed 7.70. A polarisation that varies with depth then has a slightly negative stiffness, about \(-0.06|a|\). The margin is thus used up already in vacuum. With silicon oxide (3.9) around the stack the capacitance is about 15 uF/cm2. The unpolarised state is then clearly unstable, and the gain of 1.65 does not apply to a free-standing or embedded pillar of this shape.

**Breakdown.** At the edge of the uniform negative-slope region, \(P=P_s/\sqrt3\), the alumina field would be 11.2 MV/cm. A rough limit of 8 MV/cm is reached earlier, at \(P=8.8\) uC/cm2, where the gate voltage is 2.28 V and \(V_D=3.20\) V. Only part of the negative-slope range is therefore usable in this example.

**Stray charge.** If the middle plate holds a charge \(\sigma\) per area, neutrality is replaced by \(C_DV_D-Q=\sigma\), so \(V_F=(C_DV-\sigma-\bar P)/C_{\rm tot}\). The stray charge acts like a shift of \(C_DV\) by \(-\sigma\). At \(V=0\), the uniform state reaches the edge of the negative slope, where \(|V_F|=tE_c\), when

\[
|\sigma|=\frac{P_s}{\sqrt3}-C_{\rm tot}tE_c
=11.55-4.65=6.90\ \text{uC/cm}^2 .
\]

One electron on this plate amounts to 4.01 uC/cm2, so two electrons are enough to leave the negative-slope region. Charge on the plate cannot be treated as continuous.

**Tunnelling.** With an assumed barrier of 3 eV and a tunnelling mass of 0.3 electron masses, a zero-temperature semiclassical estimate gives a few hundredths of an electron per second through the alumina at \(V_D=1\) V, and several hundred per second at 3.2 V. These rates are order-of-magnitude guides at best: a mass of 0.4 instead of 0.3 electron masses lowers the one at 1 V by a factor of about 300. Traps are not included and could add leakage. The plate is floating only for times shorter than the arrival time of an electron. Zero gate voltage does not remove this problem. Once the polarisation has adjusted, a small charge \(\sigma\) per area changes the energy per area by \(\sigma^2/[2(C_F+C_D)]\), and \(C_F+C_D\) is negative in the amplifying uniform state. For one electron on this plate, with equal work functions, this small-charge formula gives an energy lower by 0.66 eV; keeping the quartic term of the ideal model reduces this to about 0.53 eV. The stability results above therefore hold only while the plate stays neutral.

**Temperature.** At 300 K, the thermal root-mean-square average polarisation is 1.1 uC/cm2, and that of the softest lateral mode is 0.9 uC/cm2. Both are small beside the 11.5 uC/cm2 at the edge of the negative slope. For these modes, thermal motion is a smaller disturbance than a single stray electron. They are not the whole thermal motion: a harmonic sum over all modes on 0.5 nm cells gives a local root-mean-square polarisation of about 5 uC/cm2. On 0.25 nm cells it is about 7 uC/cm2, so the value depends on the shortest wavelength kept. The coefficients \(a\) and \(b\) must therefore be read as effective values at 300 K that already include the short-wavelength fluctuations.

### Setting the result beside real stacks

The chosen film thickness, polarisation and coercive field are of a realistic order for hafnia films. The permittivity fits less well. At \(P_s\) the slope \(dE/dP\) is \(2|a|\), so the polarisation adds about 43 to the background relative permittivity of 30. The total of about 73 is roughly twice the usual value for such films. With a background of 10 instead of 30, the ideal gain would be 1.41 instead of 1.65. The 2 nm plate is the extreme choice in the example. For a plate 20 nm across, \(r\) would be about 7 for the assumed \(g\), well beyond the range where the ideal domain state gives useful gain.

The least certain inputs are \(g\) and \(|a|\). Switching in real films can start at defects or by domain nucleation, below the intrinsic coercive field. If the intrinsic field is four times the assumed value at the same \(P_s\), \(|a|\) is four times larger and \(L_{\max}\) is halved to 1.4 nm. In this stack \(|a|\varepsilon_b\) would then be about 1.4, above one, so \(C_{\rm tot}<1/(|a|t)\) would fail for every \(C_D\), and the state of zero polarisation would be unstable at any plate size. Real films are also polycrystalline. If several weakly coupled grains share the plate, the single-region assumption fails, and in the limit of no coupling there is no safe size.

The formula shows one trade. Reducing \(|a|\) by a factor of four doubles \(L_{\max}\) at fixed \(g\). To keep \(|a|t\), and so \(1/(|a|t)\), unchanged, the film must become four times thicker. This lowers \(C_b\), so with the same alumina layer the ideal gain of the example drops from 1.65 to 1.40. The larger plate is then narrower relative to the film thickness, so fringing must be checked again.

As a design condition, a single coupled ferroelectric region with free edges under a neutral floating plate needs both \(C_{\rm tot}<1/(|a|t)\) and \(L\le\pi\sqrt{g/|a|}\). The first controls the average polarisation and the second controls the domains. Both conditions assume that no field leaks out at the sides, which fails when the plate is narrower than the film is thick, as in the example; there fringing alone removes the stability margin. Screening, fringing and single-electron charging must be added before the ideal gain can serve as a device estimate. The main values used here are collected in the numerical output.

## Calculated quantities

```
Ps = 20.0 uC/cm2; intrinsic Ec = 1.00 MV/cm
gradient coefficient g = 1.0e-09 m3/F
thickness: ferroelectric 10.0 nm, alumina 4.0 nm
relative permittivity: background 30, alumina 9
a = -1.2990e+09 m/F; b = 3.2476e+10 m5/(F C2)
|a| eb = 0.345 (must be below 1)
C_D = 1.992 uF/cm2; C_b = 2.656 uF/cm2
C_D + C_b = 4.648 uF/cm2
largest allowed sum 1/(|a|t) = 7.698 uF/cm2
C_F of uniform state = -5.042 uF/cm2
ell = sqrt(g/|a|) = 0.8774 nm
L_max from formula = 2.756 nm = 27.56 angstrom
L_max from diagonalisation = 2.756 nm
L_max for g ten times smaller = 0.872 nm
disc: root 1.8412, largest diameter 3.231 nm
uniform gain dV_D/dV at zero bias = 1.653
at 1.5 L_max uniform state needs |P|/Ps > 0.430
edge of negative slope |P|/Ps = 0.577
L/L_max 1.01: domain slope/|a| = -9.608e-01, gain = 1.5923
L/L_max 1.10: domain slope/|a| = -6.722e-01, gain = 1.2928
L/L_max 1.25: domain slope/|a| = -3.732e-01, gain = 1.1247
L/L_max 1.50: domain slope/|a| = -1.409e-01, gain = 1.0399
L/L_max 2.00: domain slope/|a| = -1.979e-02, gain = 1.0052
L/L_max 3.00: domain slope/|a| = -3.473e-04, gain = 1.0001
Neglected effects
lattice cell 0.5 nm: stable up to 5 cells = 2.5 nm
metal screening length 0.05 nm: L_max becomes 3.165 nm
two screening layers cancel 57 % of 1/|C_F|
example electrode side = 2.0 nm
fringing capacitance = 1.759 uF/cm2
C_D + C_b + fringing = 6.408 uF/cm2
alumina field at edge of negative slope = 11.16 MV/cm
rough alumina limit 8.0 MV/cm reached at P = 8.83 uC/cm2
gate voltage there = 2.277 V; V_D = 3.20 V
tunnel barrier 3.0 eV, mass 0.3 m_e
tunnel current at V_D = 1 V: 1.41e-07 A/cm2, 3.52e-02 electrons/s
tunnel current at V_D = 3.2 V: 3.17e-03 A/cm2, 7.92e+02 electrons/s
one electron on the electrode = 4.01 uC/cm2
stray charge that ends negative slope at V=0: 6.90 uC/cm2
thermal rms at 300 K: average P 1.09 uC/cm2
thermal rms of softest lateral mode: 0.94 uC/cm2
```
